\section*{Lindhard's critical angle for axial channelling from the averaged row potential}

\section{The choice that fixes the angle}

A calculation of an aligned backscattering or fluorescence yield that sorts ions by angle, instead of following each trajectory, must decide at which incidence angle an ion may still be treated as steered by a crystal row, and beyond which it must be allowed to strike nuclei. The decision hangs on the distance inserted in the averaged row potential. For the 2 MeV model case below, a perfect row gives a critical angle of $1.11^\circ$, while a struck atom displaced sideways by 0.10 angstrom gives $0.64^\circ$. Lindhard's characteristic angle
\begin{equation}
\psi_1=\sqrt{\frac{2Z_1Z_2}{Ed}}
\label{psi1}
\end{equation}
is $0.58^\circ$ in both situations. It sets the scale, and a factor that depends on the distance inserted multiplies it.

Here $Z_1>0$ is the charge of a bare ion, $E$ its kinetic energy, $Z_2$ the atomic number of the row atoms and $d$ their spacing. The algebra uses atomic units, so the squared elementary charge is one. For numbers in eV and angstrom, every product $Z_1Z_2$ is multiplied by $e^2=14.3996$ eV angstrom.

The critical angle $\psi_c$ is defined as the smallest angle to the row, measured where the row potential is negligible, at which an ion can hit a nucleus. The ion is classical and non-relativistic, all angles are small, and energy loss, scattering by electrons and neighbouring rows are left out. Two results follow:
\begin{align}
\psi_c^2&=\psi_1^2\left[\ln\frac{\Lambda}{d\psi_1}+K\right]
&&\text{(perfect row, } d\psi_1\ll\Lambda),\label{static}\\
\psi_c^2&=\frac{U(\rho)}{E}
&&\text{(struck atom displaced by }\rho,\ d\psi_1\ll\rho).\label{thermal}
\end{align}
$U$ is the averaged potential, $\Lambda$ a length set by the screening, and $K=1.598$ a pure number. In (\ref{thermal}) the other atoms are at rest on the axis.

\section{Averaging the atomic potential}

Let the ion--atom potential energy be $V(R)=(Z_1Z_2/R)\,\phi(R/a)$, with $\phi(0)=1$ and screening length $a$. At distance $r$ from the row, the average over the coordinate $z$ along it is
\begin{equation}
U(r)=\frac1d\int_{-\infty}^{\infty}V\!\left(\sqrt{r^2+z^2}\right)dz .
\label{average}
\end{equation}
Each atom contributes its whole integral, and there is one atom per length $d$.

Lindhard's standard potential is
\begin{equation}
V(R)=Z_1Z_2\left[\frac1R-\frac1{\sqrt{R^2+3a^2}}\right].
\end{equation}
Each term alone gives a divergent integral, so the limits are first set at $\pm L$:
\begin{equation}
\int_{-L}^{L}\frac{dz}{\sqrt{z^2+s^2}}=2\,\mathrm{arsinh}\frac Ls
\;\longrightarrow\;2\ln\frac{2L}{s}\qquad(L\gg s).
\end{equation}
Subtracting the result for $s^2=r^2+3a^2$ from that for $s=r$ removes $L$:
\begin{equation}
U(r)=\frac{Z_1Z_2}{d}\ln\left(1+\frac{3a^2}{r^2}\right)
=\frac{E\psi_1^2}{2}\ln\left(1+\frac{\Lambda^2}{r^2}\right),
\qquad \Lambda=\sqrt3\,a .
\label{UL}
\end{equation}
The second form uses $E\psi_1^2=2Z_1Z_2/d$, which does not depend on $E$.

The Molière screening function is $\phi(x)=\sum_i\alpha_i e^{-\beta_i x}$ with $\alpha=(0.35,0.55,0.10)$ and $\beta=(0.3,1.2,6.0)$. With $z=r\sinh u$ one has $R=r\cosh u$ and $dz/R=du$, hence
\begin{equation}
U(r)=\frac{2Z_1Z_2}{d}\sum_i\alpha_i\int_0^\infty e^{-\beta_i(r/a)\cosh u}\,du
=\frac{2Z_1Z_2}{d}\sum_i\alpha_iK_0\!\left(\frac{\beta_i r}{a}\right),
\label{UM}
\end{equation}
where $K_0$ is the modified Bessel function.

Close to the row both potentials become logarithmic. To see this for a general $\phi$, take $R$ as the variable in (\ref{average}), with $dz=R\,dR/\sqrt{R^2-r^2}$, and integrate by parts:
\begin{equation}
U(r)=\frac{2Z_1Z_2}{d}\int_r^\infty\frac{\phi(R/a)\,dR}{\sqrt{R^2-r^2}}
=-\frac{2Z_1Z_2}{d}\int_{r/a}^\infty\phi'(x)\,\mathrm{arcosh}\frac{ax}{r}\,dx .
\end{equation}
The boundary term vanishes at $R=r$ because $\mathrm{arcosh}\,1=0$, and at infinity because $\phi$ decays. For $r\ll a$ almost the whole integral has $ax\gg r$, where $\mathrm{arcosh}(ax/r)\to\ln(2x)+\ln(a/r)$. If $\phi'$ is finite at the origin, the remaining interval $x\sim r/a$ contributes nothing in the limit. Since $-\int_0^\infty\phi'dx=\phi(0)=1$,
\begin{equation}
U(r)\to E\psi_1^2\ln\frac{\Lambda}{r},\qquad
\ln\frac{\Lambda}{a}=-\int_0^\infty\phi'(x)\ln(2x)\,dx .
\label{Lambda}
\end{equation}
This gives $\Lambda/a=1.732$ for Lindhard's potential, in agreement with (\ref{UL}), and $1.294$ for Molière's. At close range the screening model enters through this one length.

\section{From single atoms to the continuum}

An ion passing one atom at distance $r$ with speed $v$ receives the transverse momentum
\begin{equation}
\Delta p_\perp=-\frac1v\int_{-\infty}^{\infty}\frac{\partial V}{\partial r}\,dz
=-\frac dv\,U'(r).
\end{equation}
Division by the momentum $p$, with $pv=2E$, gives the change of angle
\begin{equation}
\Delta\theta=-\frac{d\,U'(r)}{2E}.
\label{kick}
\end{equation}
It is positive, that is, directed away from the row, because $U'<0$. The straight-path integral requires $V(r)\ll E$. Treating the kick as sudden requires the range of the atomic force to be well below $d$. A slight tilt of the path changes its distance from the nucleus from $r$ to $r\cos\theta$, which is a second-order effect.

Between atoms the ion flies freely. With $r_n$ the distance at atom $n$ and $\theta_n$ the angle after it,
\begin{equation}
r_{n+1}=r_n+d\,\theta_n,\qquad
\theta_{n+1}=\theta_n-\frac{d\,U'(r_{n+1})}{2E}.
\label{map}
\end{equation}
If $r$ changes little from one atom to the next, the map becomes $r'=\theta$, $\theta'=-U'(r)/(2E)$, with primes on $r$ and $\theta$ denoting $d/dz$. Then
\begin{equation}
\frac{d}{dz}\left[E\theta^2+U(r)\right]
=2E\theta\left(-\frac{U'}{2E}\right)+U'\theta=0 .
\end{equation}
This is conservation of transverse energy in the continuum string.

The first correction shows where the continuum fails. Put $W=U/(2E)$ and draw a smooth curve $r(z)$ through the points $r_n$. Subtracting successive steps of (\ref{map}) gives $r_{n+1}-2r_n+r_{n-1}=-d^2W'(r_n)$. A Taylor expansion of the left side yields
\begin{equation}
r''+\frac{d^2}{12}r''''=-W' .
\end{equation}
In the small term the leading equation $r''=-W'$ may be used, so $r''''=-W'''r'^2-W''r''=-W'''r'^2+W'W''$. Multiplication by $r'$ gives
\begin{equation}
\frac{d}{dz}\left[\frac{r'^2}{2}+W\right]
=\frac{d^2}{12}\left[W'''r'^3-W'W''r'\right].
\end{equation}
To the same order, $W'''r'^3=(W''r'^2)'-2W''r'r''=(W''r'^2)'+2W'W''r'$. The bracket on the right is therefore the derivative of $W''r'^2+W'^2/2$. Moving it to the left and multiplying by $2E$ gives the conserved quantity
\begin{equation}
I=E r'^2+U-\frac{d^2}{12}U''r'^2-\frac{d^2U'^2}{48E}+O(d^4).
\label{I}
\end{equation}
Near the row $U'\simeq-E\psi_1^2/r$, so the last term is $E\psi_1^2(d\psi_1/r)^2/48$. The expansion parameter is $d\psi_1/r$, and the continuum description breaks down at distances of order $d\psi_1$.

\section{Reversing the path}

The motion is reversible in time. Every incident path that ends on a nucleus, run backwards, is the path of an ion emitted from that nucleus. The question of which ions can hit thus becomes the question of which external angles an emitted ion can have. The emitter's own force acts along the line of emission and does not turn the ion, so the first kick comes from the next atom. If the least transverse energy far outside is $E_{\min}$, then $\psi_c^2=E_{\min}/E$. An ion that enters the crystal at a distance $r_{\rm in}$ where $U$ is not negligible is judged by $E\psi^2+U(r_{\rm in})$ instead, provided $r_{\rm in}\gg d\psi_1$. Here $r_{\rm in}$ is the distance from the row half a spacing before the first atom.

For an emitter on the axis, such a least energy exists because of two competing effects. Emission at a large angle carries a large transverse energy from the start. Emission at a very small angle takes the ion close to the next atom, which deflects it strongly.

\section{The perfect row}

An ion emitted from a nucleus on the axis stays in one plane containing the axis. For $d\psi_1\ll\Lambda$ the first few kicks occur where $U=E\psi_1^2\ln(\Lambda/r)$. Set $r=d\psi_1\xi$ and $\theta=\psi_1w$. The kick is $d\psi_1^2/(2r)=\psi_1/(2\xi)$, and (\ref{map}) becomes
\begin{equation}
\xi_{n+1}=\xi_n+w_n,\qquad w_{n+1}=w_n+\frac1{2\xi_{n+1}},\qquad
\xi_0=0,\quad w_0=t .
\label{universal}
\end{equation}
No parameter is left except the launch angle $t$. The transverse energy is
\begin{equation}
E\theta^2+U=E\psi_1^2\left[w^2-\ln\xi+\ln\frac{\Lambda}{d\psi_1}\right].
\end{equation}
After several steps $\xi$ is large, the corrections in (\ref{I}) have become small, and $w^2-\ln\xi$ has nearly settled if $\xi$ is taken halfway between atoms. If this happens while $r$ is still small compared with $\Lambda$, the ion carries the same transverse energy through the rest of the potential. Its minimum gives (\ref{static}), with
\begin{equation}
K=\min_t\ \lim_{n\to\infty}\left[w_n^2-\ln\left(\xi_n+\tfrac12w_n\right)\right].
\end{equation}
The term $\tfrac12w_n$ is the advance from atom $n$ to the halfway point. Iteration gives $K=1.598$ at $t=0.818$.

An analytic estimate evaluates the energy already halfway to the first neighbour, at $\xi=t/2$, $w=t$. The function $t^2-\ln(t/2)$ has derivative $2t-1/t$, which vanishes at $t=1/\sqrt2$. Its minimum is
\begin{equation}
K_{\rm half}=\frac12+\ln\left(2\sqrt2\right)=\frac12+\frac32\ln2=1.540 .
\end{equation}
The continuum energy is not yet accurately conserved at such small $\xi$, so this is an approximation to $K$.

Equation (\ref{static}) can be written $\psi_c^2=\psi_1^2\ln(\Lambda/r_c)$ with $r_c=e^{-K}d\psi_1=0.202\,d\psi_1$. This $r_c$ is an equivalent distance for use in the logarithmic potential. On the critical path the neighbouring atom is passed at $0.818\,d\psi_1$.

\section{A displaced atom}

Let the struck atom sit at distance $\rho$ from the axis, and consider emission in the plane through the axis and this atom. The emitted path can be continued backwards as if the emitter's site carried an ordinary row atom, so that (\ref{I}) applies to it. At the emitter the part of $I$ that depends on the slope is $r'^2(E-d^2U''/12)$. It is positive for $d\psi_1\ll\rho$, so the least energy belongs to $r'=0$, a turning point at the emitter. The continued path is then symmetric about the emitter, and the launch angle is half of one kick:
\begin{equation}
\theta_0=-\frac{d\,U'(\rho)}{4E}.
\end{equation}
Far away $U$ and its derivatives vanish, and $I$ is the external transverse energy. Therefore
\begin{equation}
E\psi_c^2=U(\rho)-\frac{d^2U'(\rho)^2}{48E}+O(d^4),
\label{deficit}
\end{equation}
whose leading term is (\ref{thermal}). For Lindhard's potential,
\begin{equation}
\psi_c=\psi_1\left[\frac12\ln\left(1+\frac{3a^2}{\rho^2}\right)\right]^{1/2}.
\label{main}
\end{equation}
Emission out of the plane was examined numerically for the example below. A scan over both transverse directions found no lower energy.

The factor in (\ref{main}) equals one when $3a^2/\rho^2=e^2-1$, with $e$ here the base of natural logarithms. That is the distance at which $\psi_1$ itself is the critical angle. At fixed $\rho$ the angle falls as $E^{-1/2}$. For the perfect row $\ln(\Lambda/d\psi_1)$ grows as $\tfrac12\ln E$, so the fall is slightly slower. Since $d\psi_1$ shrinks with energy, any fixed $\rho>0$ eventually satisfies $d\psi_1\ll\rho$, and (\ref{main}) then applies.

Thermal motion gives a distribution of displacements and hence no single sharp angle. Suppose the displacements are Gaussian and isotropic in the transverse plane, with mean square $\langle\rho^2\rangle$, and keep the approximation that the neighbours are at rest. An ion of external angle $\psi$ has enough transverse energy to reach atoms displaced beyond $r_m$, where $U(r_m)=E\psi^2$. Whether it can hit a given one also depends on the azimuth from which it comes, because the row shields the sites behind it. Solving (\ref{UL}) for $r_m$ and integrating the Gaussian beyond it gives the fraction of atoms within reach from at least one azimuth:
\begin{equation}
r_m^2=\frac{3a^2}{e^{2\psi^2/\psi_1^2}-1},\qquad
f(\psi)=\int_{r_m}^{\infty}\frac{2\rho}{\langle\rho^2\rangle}
e^{-\rho^2/\langle\rho^2\rangle}d\rho=e^{-r_m^2/\langle\rho^2\rangle}.
\end{equation}
Inserting the root-mean-square displacement in (\ref{main}) thus selects the angle at which a fraction $1/e$ of the atoms is within reach in this sense. This estimate needs $r_m\gg d\psi_1$. For a beam of fixed azimuth on an isolated row the fraction is smaller. In a real crystal the neighbours vibrate too. If they do so independently and as strongly as the struck atom, with a root-mean-square displacement of 0.10 angstrom, then at $0.64^\circ$ in the example below roughly 70 per cent of the atoms are within reach from at least one azimuth, instead of $1/e$. This figure comes from sampling random rows, and it still rises by a few per cent as the scan over launch directions is refined. Thus $f$ describes the model with resting neighbours only. It is not a scattering yield, which also requires the distribution of ion positions.

\section{Worked example}

The model parameters are $Z_1=2$, $Z_2=14$, $d=4.0$ angstrom, $E=2\,000\,000$ eV and $\rho=0.10$ angstrom. The screening length is the Thomas--Fermi length of the target atom, $a=(9\pi^2/128)^{1/3}a_0Z_2^{-1/3}=0.1944$ angstrom, with $a_0$ the Bohr radius. Hence $\Lambda=0.3367$ angstrom. The scale is
\begin{equation}
E\psi_1^2=\frac{2\cdot2\cdot14\cdot14.3996}{4.0}=201.6\ \text{eV},\qquad
\psi_1=\sqrt{\frac{201.6}{2\,000\,000}}=0.01004\ \text{rad}.
\end{equation}
The breakdown distance is $d\psi_1=0.0402$ angstrom, or $0.119\,\Lambda$.

For the perfect row,
\begin{equation}
\frac{\psi_c}{\psi_1}=\sqrt{\ln\frac1{0.1193}+1.598}=\sqrt{2.126+1.598}=1.930,
\end{equation}
so $\psi_c=0.0194$ rad, or $1.11^\circ$. Newtonian trajectories through the individual atomic potentials give $0.019373$ rad, against $0.019376$ rad from the formula; the last digit of the Newtonian value depends on whether the angle or its sine is taken. This tests the sudden kicks as well as the logarithmic limit.

The reversal argument was tested by iterating (\ref{map}) for incident ions aimed in a plane through the axis, over a full period of entry phases. At 0.98 of the threshold transverse energy none crossed the row. At 1.02 of it, 26 per cent of the phases led to a crossing. By continuity, a phase at the edge of the crossing range leads to a direct hit.

For the displaced atom,
\begin{equation}
U(\rho)=\frac{201.6}{2}\ln\left[1+\left(\frac{0.3367}{0.10}\right)^2\right]=253.3\ \text{eV},
\qquad \psi_c=\sqrt{\frac{253.3}{2\,000\,000}}=0.01125\ \text{rad},
\end{equation}
or $0.64^\circ$. This is $1.12\,\psi_1$; the factor would be one at 0.133 angstrom. With Molière's potential $U(\rho)=225.7$ eV and the angle is $0.61^\circ$, about 6 per cent lower. The choice of screening function therefore matters far more here than the correction in (\ref{deficit}), which lowers the angle by about 0.1 per cent.

\section{Using the formulas}

The ratio $\rho/(d\psi_1)$ decides between the two results. The table compares $\psi_c/\psi_1$ from iterating (\ref{map}) with the value from (\ref{main}), for the example's energy and row.

\begin{center}
\begin{tabular}{ccc}
$\rho$ (angstrom) & map & equation (\ref{main})\\
0.02 & 1.650 & 1.681\\
0.05 & 1.380 & 1.385\\
0.10 & 1.120 & 1.121\\
0.20 & 0.819 & 0.820
\end{tabular}
\end{center}

At $\rho\simeq d\psi_1/2$ equation (\ref{main}) is 1.9 per cent above the map. As $\rho\to0$ it diverges, while the true threshold tends to the perfect-row value 1.930. For $\rho$ below about $d\psi_1$ it is safer to iterate (\ref{map}) directly: start at $r_0=\rho$, omit the emitter's kick, scan the launch angle, and take the least value of $E\theta^2+U$ far out, evaluated halfway between atoms.

For the perfect row, the map with Lindhard's potential depends on the single ratio $d\psi_1/\Lambda$, because the scaled kick is $1/\{2\xi[1+(d\psi_1/\Lambda)^2\xi^2]\}$. Relative to this map, (\ref{static}) is in error by 0.04 per cent at a ratio of 0.38 and by 0.4 per cent at 1.19. The second figure is better than the condition $d\psi_1\ll\Lambda$ would suggest. The error peaks just below 0.5 per cent near a ratio of 1, changes sign between 1.4 and 1.5, and stays within about 0.5 per cent up to 1.6; beyond that the formula fails quickly. It is already 2.7 per cent low at a ratio of 2 and 14 per cent low at 3, and at $d\psi_1=e^K\Lambda\simeq4.9\,\Lambda$ it returns a vanishing critical angle. The comparison with Newtonian trajectories was made at 2 MeV, so at low energy the sudden-kick map itself would need a separate check.

Two limits concern real measurements. First, the angles above refer to hitting a nucleus. Inner-shell ionisation, which produces fluorescence, needs only a pass within about the shell radius. For the K shell in the example this is $a_0/Z_2=0.038$ angstrom, as large as $d\psi_1$, and the perfect-row threshold for passing that close is $0.85^\circ$ instead of $1.11^\circ$. Second, these thresholds are not the half-angle of a measured yield dip. Barrett's empirical fit, $0.8\,[U(1.2u_1)/E]^{1/2}$ with Molière's potential and one-dimensional amplitude $u_1=0.071$ angstrom, gives about $0.5^\circ$ for the same row.

Over long paths, scattering by electrons changes the transverse energy, and an ion that enters below $\psi_c$ may later reach a nucleus. The critical angle is then a condition on the local transverse energy, to be applied anew at each depth. The numerical output below lists the values at full printed precision.

\section*{Calculated quantities}
\begin{verbatim}
Z1 = 2, Z2 = 14
row spacing d = 4.0 angstrom
ion energy E = 2000000 eV
displacement rho = 0.10 angstrom
e^2 = 14.3996 eV angstrom
Thomas-Fermi length a = 0.1944 angstrom
Lambda, Lindhard = 0.3367 angstrom
Lambda/a: Lindhard 1.7321, Moliere 1.2942
E psi1^2 = 2 Z1 Z2 e^2/d = 201.60 eV
psi1 = 0.010040 rad = 0.5752 degrees
d psi1 = 0.04016 angstrom
d psi1/Lambda = 0.1193, d psi1/rho = 0.4016
radius where U = E psi1^2: 0.1332 angstrom
kick at r = 0.05 angstrom: Newton 0.003944 rad
kick at r = 0.05 angstrom: formula 0.003945 rad
K from universal map = 1.59813 at launch angle 0.8178 psi1
K from halfway estimate = 1.53972
exp(-K) = 0.2023
perfect row psi_c, formula = 0.019376 rad = 1.1101 degrees
perfect row psi_c, kick map = 0.019375 rad
perfect row psi_c, Newton = 0.019373 rad
perfect row psi_c/psi1, formula = 1.9299
crossing fraction at 0.98 of threshold energy = 0.0000
crossing fraction at 1.02 of threshold energy = 0.2621
E = 20000 eV: d psi1/Lambda 1.1928, map psi_c 0.119216 rad, formula error 0.420 %
E = 200000 eV: d psi1/Lambda 0.3772, map psi_c 0.050910 rad, formula error 0.036 %
E = 2000000 eV: d psi1/Lambda 0.1193, map psi_c 0.019375 rad, formula error 0.002 %
E = 20000000 eV: d psi1/Lambda 0.0377, map psi_c 0.007010 rad, formula error 0.000 %
U(rho), Lindhard = 253.26 eV
displaced atom psi_c, formula = 0.011253 rad = 0.6447 degrees
displaced atom psi_c, kick map = 0.011240 rad
displaced atom psi_c/psi1, formula = 1.1208
best launch angle: map 0.000926, formula 0.000926 rad
energy deficit at 20000000 eV: map 0.05725, formula 0.05720 eV
rho = 0.02 angstrom: psi_c/psi1 map 1.6498, sqrt(U/E)/psi1 1.6808
rho = 0.05 angstrom: psi_c/psi1 map 1.3801, sqrt(U/E)/psi1 1.3849
rho = 0.10 angstrom: psi_c/psi1 map 1.1196, sqrt(U/E)/psi1 1.1208
rho = 0.20 angstrom: psi_c/psi1 map 0.8194, sqrt(U/E)/psi1 0.8197
U(rho), Moliere = 225.67 eV
displaced atom psi_c, Moliere = 0.010622 rad = 0.6086 degrees
\end{verbatim}
